# Orbit-orbit matrix elements between shifted, explicitly correlated Gaussians

## Result

Hartree atomic units are used. For $N$ particles take the real functions

$$\phi_k=\exp\!\left[-(r-s_k)^TA_k(r-s_k)\right],$$

where $r$ collects the position vectors $\mathbf r_1,\dots,\mathbf r_N$, $s_k$ collects $N$ real shift vectors, and $A_k$ is a real symmetric positive definite $N\times N$ matrix. It acts on particle labels and treats the three Cartesian components alike. For electrons the orbit-orbit operator is

$$H_{oo}=-\frac{\alpha^2}{2}\sum_{i<j}\mathbf p_i\cdot G(\mathbf r_i-\mathbf r_j)\cdot\mathbf p_j,\qquad G_{ab}(\mathbf x)=\frac{\delta_{ab}}{x}+\frac{x_ax_b}{x^3}.$$

Define

$$B=A_k+A_l,\quad M=A_kB^{-1}A_l,\quad \delta=s_l-s_k,\quad g=M\delta,\quad c=B^{-1}(A_ks_k+A_ls_l),$$

$$\mathbf d=\mathbf c_i-\mathbf c_j,\quad \beta=(B^{-1})_{ii}+(B^{-1})_{jj}-2(B^{-1})_{ij},\quad T=\frac{d^2}{\beta},\quad F_m=\int_0^1\tau^{2m}e^{-T\tau^2}d\tau .$$

With $S=\langle\phi_k|\phi_l\rangle$, the matrix element is

$$\boxed{\langle\phi_k|\mathbf p_i\!\cdot\! G\!\cdot\!\mathbf p_j|\phi_l\rangle=\frac{8S}{\sqrt{\pi\beta}}\Big\{2M_{ij}F_0-\mathbf g_i\!\cdot\!\mathbf g_j(F_0+F_1)-\frac2\beta(\mathbf g_i\!\cdot\!\mathbf d)(\mathbf g_j\!\cdot\!\mathbf d)(F_1-F_2)\Big\}}$$

The functions are neither normalized nor antisymmetrized. The sum over pairs and the factor $-\alpha^2/2$ are applied afterwards.

## Derivation

**Operator ordering.** Away from $x=0$,

$$\partial_aG_{ab}=-\frac{x_b}{x^3}+\frac{3x_b+x_b}{x^3}-\frac{3x_b}{x^3}=0 ,$$

with summation over repeated Cartesian indices. In an integration by parts a small sphere of radius $\epsilon$ around coalescence is cut out. Its area is of order $\epsilon^2$ and $G$ is of order $1/\epsilon$, so the surface term vanishes with $\epsilon$ and no delta function appears. Since $\mathbf p=-i\nabla$, placing both momenta on the ket gives

$$-\int\phi_kG_{ab}\,\partial_{ia}\partial_{jb}\phi_l=\int(\partial_{ia}\phi_k)G_{ab}(\partial_{jb}\phi_l)+\int\phi_k(\partial_aG_{ab})(\partial_{jb}\phi_l),$$

and the last integral is zero. The ordering is therefore immaterial, and the element is the integral of two gradients with a plus sign.

**Gaussian product.** From the definition of $c$,

$$B(c-s_k)=A_ks_k+A_ls_l-(A_k+A_l)s_k=A_l\delta .$$

Hence $A_k(c-s_k)=M\delta=g$. In the same way $A_l(c-s_l)=-A_lB^{-1}A_k\delta$. The matrix here is again $M$, because

$$M^{-1}=A_l^{-1}(A_k+A_l)A_k^{-1}=A_k^{-1}+A_l^{-1}$$

is symmetric. So $A_l(c-s_l)=-g$. Expanding the sum of the two exponents about $r=c$, the linear term is proportional to $g-g=0$, and the constant is

$$(c-s_k)^Tg-(c-s_l)^Tg=\delta^TM\delta .$$

Therefore

$$\phi_k\phi_l=e^{-\delta^TM\delta}\,e^{-(r-c)^TB(r-c)},\qquad S=e^{-\delta^TM\delta}\left(\frac{\pi^N}{\det B}\right)^{3/2}.$$

**Gradients.** Differentiation gives $\nabla_i\phi_k=-2\mathbf u\,\phi_k$ and $\nabla_j\phi_l=-2\mathbf v\,\phi_l$, with $\mathbf u=[A_k(r-s_k)]_i$ and $\mathbf v=[A_l(r-s_l)]_j$. The element is $4S\langle u_aG_{ab}v_b\rangle$, where the average is over the normalized density $\rho\propto e^{-(r-c)^TB(r-c)}$. By the previous step the means of $\mathbf u$ and $\mathbf v$ are $\mathbf g_i$ and $-\mathbf g_j$.

**Removing the linear factors.** Because $\partial\rho=-2B(r-c)\rho$, integration by parts gives, for any smooth $F$ of moderate growth,

$$\langle(r-c)_{na}F\rangle=\tfrac12\sum_m(B^{-1})_{nm}\langle\partial_{ma}F\rangle .$$

The $1/x$ singularity of $G$ is harmless here, by the same surface estimate. Write $u_a=g_{ia}+\sum_n(A_k)_{in}(r-c)_{na}$ and take $F=G_{ab}v_b$:

$$\langle u_aG_{ab}v_b\rangle=g_{ia}\langle G_{ab}v_b\rangle+\tfrac12\sum_m(A_kB^{-1})_{im}\langle\partial_{ma}(G_{ab}v_b)\rangle .$$

The derivative of $G$ is $(\delta_{mi}-\delta_{mj})\,\partial_aG_{ab}=0$. The derivative of $v_b$ is $(A_l)_{jm}\delta_{ab}$, which leaves $\frac12M_{ij}\langle\mathrm{tr}\,G\rangle$. Treating $v_b$ in the first term the same way produces another divergence of $G$, so its mean alone survives:

$$\langle u_aG_{ab}v_b\rangle=\tfrac12M_{ij}\langle\mathrm{tr}\,G\rangle-g_{ia}\langle G_{ab}\rangle g_{jb}.$$

The only average still needed is that of the kernel.

**Gaussian transform of the kernel.** Use

$$\frac1x=\frac2{\sqrt\pi}\int_0^\infty e^{-t^2x^2}dt,\qquad\frac1{x^3}=\frac4{\sqrt\pi}\int_0^\infty t^2e^{-t^2x^2}dt .$$

Under $\rho$ the vector $\mathbf x=\mathbf r_i-\mathbf r_j$ has density $(\pi\beta)^{-3/2}e^{-|\mathbf x-\mathbf d|^2/\beta}$. With $q=1+\beta t^2$, completing the square gives

$$t^2x^2+\frac{|\mathbf x-\mathbf d|^2}\beta=\frac q\beta\left|\mathbf x-\frac{\mathbf d}q\right|^2+\frac{t^2d^2}q .$$

The factor $e^{-t^2x^2}$ thus has mean $q^{-3/2}e^{-t^2d^2/q}$. In the correspondingly weighted density the second moment of $\mathbf x$ is $\beta\delta_{ab}/(2q)+d_ad_b/q^2$.

Now set $\tau^2=\beta t^2/q$. Then $q=1/(1-\tau^2)$, $t^2d^2/q=T\tau^2$, $t^2=\tau^2q/\beta$ and $dt=q^{3/2}d\tau/\sqrt\beta$. The powers $q^{\pm3/2}$ cancel, and

$$\left\langle\frac1x\right\rangle=\frac{2F_0}{\sqrt{\pi\beta}},$$

$$\left\langle\frac{x_ax_b}{x^3}\right\rangle=\frac4{\sqrt{\pi\beta}}\int_0^1\tau^2\left[\frac{\delta_{ab}}2+\frac{d_ad_b}\beta(1-\tau^2)\right]e^{-T\tau^2}d\tau .$$

Adding the two parts,

$$\langle G_{ab}\rangle=\frac2{\sqrt{\pi\beta}}\left[(F_0+F_1)\delta_{ab}+\frac2\beta d_ad_b(F_1-F_2)\right].$$

Since $\mathrm{tr}\,G=4/x$, its mean is $8F_0/\sqrt{\pi\beta}$. The tensor agrees: integration by parts gives $2TF_{m+1}=(2m+1)F_m-e^{-T}$, hence $2T(F_1-F_2)=F_0-3F_1$, and the trace of the bracket is $4F_0$. Inserting both averages in $4S\langle u_aG_{ab}v_b\rangle$ gives the boxed formula.

## Limits and meaning

*Concentric functions.* If all shifts coincide, $g=0$, $\mathbf d=0$ and $F_0=1$, so

$$\langle\phi_k|\mathbf p_i\cdot G\cdot\mathbf p_j|\phi_l\rangle=\frac{16\,S\,M_{ij}}{\sqrt{\pi\beta}} .$$

*Distant particles.* For $T\to\infty$, $F_0\to\frac12\sqrt{\pi/T}$, $F_1$ and $F_2$ become negligible beside $F_0$, and $2T(F_1-F_2)\to F_0$. With $\hat{\mathbf d}=\mathbf d/d$ the element tends to

$$\frac{4S}{d}\left[2M_{ij}-\mathbf g_i\cdot\mathbf g_j-(\mathbf g_i\cdot\hat{\mathbf d})(\mathbf g_j\cdot\hat{\mathbf d})\right],$$

which is what results from replacing the kernel by its value at the mean separation.

*Uncorrelated products.* For $\psi=\varphi_1(\mathbf r_1)\varphi_2(\mathbf r_2)$ with real orbitals, the expectation value contains $\frac14(\nabla_1\varphi_1^2)\cdot G\cdot(\nabla_2\varphi_2^2)$. Integrating by parts on $\mathbf r_1$ produces the divergence of $G$, so the value is zero. The formula reproduces this: equal bra and ket give $g=0$, and a diagonal $A_k$ gives $M_{12}=0$. Elements between different products, including exchange terms, need not vanish.

## Scheme and cost

```
input: A_k, s_k, A_l, s_l
B     = A_k + A_l;  factor B = L L^T
M     = A_k B^-1 A_l;  M = (M + M^T)/2
delta = s_l - s_k;  g = M delta
c     = B^-1 (A_k s_k + A_l s_l)
S     = exp(-sum delta*g) * (pi^N / det B)^(3/2)
total = 0
for each pair i < j:
    w    = e_i - e_j
    beta = |L^-1 w|^2
    d    = c_i - c_j;  T = d.d / beta
    F0, F1, F2 = Boys functions at T
    brace = 2 M_ij F0 - (g_i.g_j)(F0 + F1)
            - (2/beta)(g_i.d)(g_j.d)(F1 - F2)
    total += 8 S brace / sqrt(pi beta)
return -(alpha^2/2) * total
```

Factorization and the products forming $M$ cost $O(N^3)$. With $B^{-1}$ stored, each of the $N(N-1)/2$ pairs needs a fixed amount of work. The triangular solve shown for $\beta$ costs up to $O(N^2)$ per pair, so using it for every pair raises the total to $O(N^4)$.

For antisymmetric states, apply each required particle permutation to $A_l$ and $s_l$, repeat the calculation, and add the results with their signs and spin factors. A full antisymmetrizer has $N!$ terms, which then dominate the growth with $N$.

## Stability and failure modes

- **Small $\beta$.** For tightly correlated pairs the definition of $\beta$ subtracts nearly equal elements of $B^{-1}$. The form $|L^{-1}w|^2$ avoids that subtraction and is a sum of squares. It does not cure an ill-conditioned $B$.
- **Boys functions.** Upward recurrence divides a small difference by $2T$ and loses digits at small $T$. Use a series or downward recurrence there. The difference $F_1-F_2$ itself is benign: it tends to $2/15$ for $T\to0$, and $F_2/F_1\to0$ for large $T$.
- **Near-dependent basis.** Accurate elements do not prevent an ill-conditioned overlap matrix. Monitor its smallest eigenvalue after normalizing the functions.
- **Changed kernel.** The derivation uses $\partial_aG_{ab}=0$. A screened or truncated kernel without this property brings back the dropped terms and makes the operator ordering matter.
- **Complex parameters.** The bra must then be conjugated: put $A_k^*$ and $s_k^*$ in place of $A_k$ and $s_k$ throughout the formula, and leave products such as $\mathbf g_i\cdot\mathbf g_j$ and $d^2=\mathbf d\cdot\mathbf d$ unconjugated. The real parts of $A_k$ and $A_l$ must be positive definite, and the square roots are continued from their values for real parameters. Compute $\beta$ from its definition, since $|L^{-1}w|^2$ holds only for real $B$.

## Check by quadrature

The defining integral can be evaluated without the steps above. Each Gaussian factors into three Cartesian parts. For a fixed component of $\mathbf x$, the other coordinates are summed on a grid, with derivatives taken numerically from the functions. The remaining integral over $\mathbf x$ is done in spherical coordinates, where the volume element $x^2$ removes the singularity.

For the first pair of the three-particle example in the numerical output, $S=6.063671$ bohr$^9$ and $\beta=1.063386$ bohr$^2$, so the prefactor is

$$\frac{8\times6.063671}{\sqrt{\pi\times1.063386}}=26.5403 .$$

The printed vectors give $\mathbf g_i\cdot\mathbf g_j=-0.136851$, $\mathbf g_i\cdot\mathbf d=0.016042$ and $\mathbf g_j\cdot\mathbf d=-0.033839$. The three terms in the braces are

$$2(-0.006797)(0.964747)=-0.013115,$$

$$-(-0.136851)(1.277059)=0.174767,$$

$$-\frac{2}{1.063386}(0.016042)(-0.033839)(0.127276)=0.000130 .$$

Their sum is $0.161782$, and the element is $26.5403\times0.161782=4.2937$ bohr$^6$. Here the shift term outweighs the covariance term by more than a factor of ten. The printed quadrature values for the two operator orderings differ from the closed form by at most about $3\times10^{-8}$ bohr$^6$; the program asserts agreement to one part in $10^6$. The second pair, whose element is negative, agrees equally well.

## Two electrons in a harmonic trap

This model tests the elements inside a variational calculation. The Hamiltonian is

$$H=-\tfrac12(\nabla_1^2+\nabla_2^2)+\tfrac12\omega^2(r_1^2+r_2^2)+\frac1{r_{12}},\qquad\omega=\tfrac12 .$$

Let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$. Then $r_1^2+r_2^2=2R^2+r^2/2$ and $\nabla_1^2+\nabla_2^2=\frac12\nabla_R^2+2\nabla_r^2$, so $H=\left[-\frac14\nabla_R^2+\omega^2R^2\right]+\left[-\nabla_r^2+\frac14\omega^2r^2+\frac1r\right]$. The centre-of-mass factor $e^{-\omega R^2}$ has energy $3\omega/2=3/4$. For the relative motion try $f=Pe^{-r^2/8}$ with $P=1+r/2$. The harmonic terms in $r^2P$ cancel, leaving

$$\frac34P+\frac r2P'-\frac{2P'}r+\frac Pr=\frac34P+\frac r4+\frac12=\frac54P .$$

The state has no node and its total energy is 2 hartree.

**Reference value.** Since $\nabla_1=\frac12\nabla_R+\nabla_r$ and $\nabla_2=\frac12\nabla_R-\nabla_r$, the mixed terms cancel by the symmetry of $G$. The $R$ gradients average to $\omega\delta_{ab}$, so they contribute $\frac\omega4\mathrm{tr}\,G=\omega/r$. The relative gradient is radial, and $\hat{\mathbf r}\cdot G\cdot\hat{\mathbf r}=2/r$. Therefore

$$\langle\mathbf p_1\cdot G\cdot\mathbf p_2\rangle=\omega\left\langle\frac1r\right\rangle-2\,\frac{\int_0^\infty rf'^2dr}{\int_0^\infty r^2f^2dr}=0.22372-0.17116=0.05256\ \text{hartree}.$$

Multiplication by $-\alpha^2/2$ gives $\langle H_{oo}\rangle=-1.3994$ microhartree. This is the first-order orbit-orbit shift of the model; the other Breit terms are left out.

**Gaussian basis.** The functions $e^{-\omega R^2-ar^2}$ have $A_{11}=A_{22}=\omega/4+a$ and $A_{12}=\omega/4-a$. They are symmetric under exchange, as the singlet requires. At $a=\omega/4$ the function is an uncorrelated product and its orbit-orbit mean is zero, so in this model the whole shift comes from correlation.

The exponents follow from a Gaussian transform of the linear factor:

$$r=\frac1{2\sqrt\pi}\int_0^\infty t^{-3/2}\left(1-e^{-tr^2}\right)dt .$$

Both sides vanish at $r=0$, and the derivative of the right side is $\frac r{\sqrt\pi}\int_0^\infty t^{-1/2}e^{-tr^2}dt=1$. Multiplying by $e^{-\omega r^2/4}$ shows that the natural exponents are $a=\omega/4+t$. The basis uses $t=0$ followed by $t=(\omega/4)\,2.5^n$ in the order $n=0,-1,1,-2,2,3,\dots,8$, and each row of the table takes the first functions of this list. The errors of the small bases depend on this choice in size and sign: six functions with $t=0$ and $n=0,\dots,4$ give an orbit-orbit error of $-5$ percent.

| Functions | Largest $a$ (bohr$^{-2}$) | Energy (hartree) | Relative error of $\langle H_{oo}\rangle$ |
|---:|---:|---:|---:|
| 3 | 0.25 | 2.001874 | $1.2\times10^{-1}$ |
| 6 | 0.91 | 2.000166 | $3.5\times10^{-2}$ |
| 9 | 12.3 | 2.000004 | $3.2\times10^{-3}$ |
| 12 | 190.9 | 2.0000001 | $2.1\times10^{-4}$ |

Errors are relative to the model's reference value. With three functions the energy is within 0.1 percent, while the orbit-orbit mean is off by 12 percent; the energy error is of second order in the error of the wave function, whereas this mean changes in first order and is a difference of two larger terms (0.224 and 0.171), so a small relative error of the energy does not imply an equally small one here.

The exact $f$ has slope $1/2$ at coalescence, whereas every finite sum of these Gaussians has slope zero. If the slope is missing for $r$ below about $a^{-1/2}$, the lost part of $\int rf'^2dr$ is of order $1/a$, and the mean comes out too large. Between the last two rows $a$ grows by a factor of 15.5 and the error falls by about 15. This fits the estimate but does not prove that coalescence is the sole source of error.

Sharp functions are not enough. Twelve exponents $a=(\omega/4)2^n$, $n=-1,\dots,10$, leave an energy error of $1.83\times10^{-4}$ hartree and an orbit-orbit error of $-1.2$ percent. Two still sharper functions change almost nothing. Two functions with $t=0.02$ and $0.05$ bohr$^{-2}$ instead reduce the errors to $1.0\times10^{-7}$ hartree and 0.03 percent. Other pairs of soft exponents also remove most of the error; $a=0.3$ and $0.4$ bohr$^{-2}$, for instance, leave $9\times10^{-6}$ hartree. The deficiency of that basis was the sparse spacing of its soft exponents, not the description of coalescence.

## Computed values

```
Three-particle example, atomic units
A_k (bohr^-2): [[1.0, -0.2, 0.1], [-0.2, 0.8, -0.1], [0.1, -0.1, 0.9]]
A_l (bohr^-2): [[0.7, 0.1, -0.2], [0.1, 1.1, 0.2], [-0.2, 0.2, 0.6]]
s_k (bohr): [[0.3, 0.0, -0.2], [-0.4, 0.2, 0.1], [0.0, 0.5, 0.0]]
s_l (bohr): [[-0.2, 0.4, 0.3], [0.5, -0.3, 0.0], [0.1, -0.2, 0.4]]
pair 1,2: overlap S = 6.06367146 bohr^9
  M_ij = -0.00679733 bohr^-2, beta = 1.06338616 bohr^2
  d (bohr) = [0.086072, 0.291034, -0.155129]  T = 0.10924943
  g_i (bohr^-1) = [-0.204229, 0.203565, 0.165179]
  g_j (bohr^-1) = [0.397556, -0.249537, -0.029433]
  F0, F1, F2 = 0.96474667 0.31231236 0.18503671
  element, closed form          = 4.29372538 bohr^6
  element, quadrature           = 4.29372538 bohr^6
  both momenta on ket, quadrat. = 4.29372535 bohr^6
pair 1,3: overlap S = 6.06367146 bohr^9
  M_ij = -0.06722269 bohr^-2, beta = 1.18849041 bohr^2
  d (bohr) = [-0.010759, 0.044871, -0.130609]  T = 0.01614469
  g_i (bohr^-1) = [-0.204229, 0.203565, 0.165179]
  g_j (bohr^-1) = [0.105771, -0.281435, 0.095179]
  F0, F1, F2 = 0.99464440 0.33012294 0.19770803
  element, closed form          = -1.25772017 bohr^6
  element, quadrature           = -1.25772016 bohr^6
  both momenta on ket, quadrat. = -1.25772017 bohr^6
Concentric two-particle case (upper 2x2 blocks, no shifts)
  short formula -1.11264611, quadrature -1.11264609 bohr^3
Harmonic trap, omega = 0.5 hartree, alpha = 0.0072973526
  exact model energy = 2.00000000 hartree
  exact <1/r12> = 0.44744320 bohr^-1
  exact <p1.G.p2> = 0.05255680 hartree (without -alpha^2/2)
  exact <H_oo> = -1.399360 microhartree
  t in order of use (bohr^-2): [0.0, 0.125, 0.05, 0.3125, 0.02, 0.7812, 1.953, 4.883, 12.21, 30.52, 76.29, 190.7]
  K, largest exponent of r12^2 (bohr^-2), E (hartree),
     <p1.G.p2> (hartree), <H_oo> (microhartree), rel. error of <H_oo>
   1    0.1250 2.06418958 0.00000000 0.000000 -1.00e+00
   3    0.2500 2.00187352 0.05863804 -1.561278 1.16e-01
   6    0.9062 2.00016554 0.05438279 -1.447979 3.47e-02
   9   12.3320 2.00000377 0.05272301 -1.403786 3.16e-03
  12  190.8599 2.00000011 0.05256772 -1.399651 2.08e-04
Exponents omega/4 * 2^n, n = -1..10: E error (hartree), rel. error of <H_oo>
  12 functions      1.831e-04 -1.24e-02
  + 2 sharp         1.827e-04 -1.26e-02
  + 2 near omega/4  1.010e-07 2.95e-04
```
